# Nuclear relaxation by a cubic d band: Obata's three rates: test program

```python
"""
Nuclear spin-lattice relaxation by the d band of a cubic nonmagnetic metal.
Result under test (atomic units):
  1/T1 = pi P^2 kT N^2 (R_orb + R_dip + R_cp), with no interference terms,
  R_orb = (8/3) f (2 - 5f/3)
  R_dip = (4/49) (2 - 2f + 5f^2/3)
  R_cp  = kappa^2 (f^2/3 + (1-f)^2/2)
N: density of states at the Fermi level per atom and spin; f: its t2g fraction.
P: hyperfine coupling energy; kappa: core-polarization constant.
Coupling: P I.F, F = l + T.s - kappa s, T_ij = 3 n_i n_j - delta_ij.
Orbital order: xy, yz, zx, x2-y2, 3z2-r2. Energies of the band are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

KAPPA = 0.5
AXES = np.eye(3)

# ---------- angular matrices from their definition, by quadrature ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
cos_t = np.repeat(cos_nodes, 16)
sin_t = np.sqrt(1 - cos_t**2)
phi_all = np.tile(phi, 8)
points = np.stack([sin_t * np.cos(phi_all), sin_t * np.sin(phi_all), cos_t], axis=1)
weights = np.repeat(cos_weights, 16) / 32          # average over the sphere

forms = np.zeros((5, 3, 3))                        # orbital = r^T form r
for a, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    forms[a, i, j] = forms[a, j, i] = np.sqrt(15) / 2
forms[3] = np.sqrt(15) / 2 * np.diag([1, -1, 0])
forms[4] = np.sqrt(5) / 2 * np.diag([-1, -1, 2])
orbitals = np.einsum('pi,aij,pj->ap', points, forms, points)
gradients = 2 * np.einsum('aij,pj->api', forms, points)
rotated = -1j * np.cross(points[None, :, :], gradients)
L = np.einsum('p,bp,api->iba', weights, orbitals, rotated)
tensor = 3 * np.einsum('pi,pj->pij', points, points) - np.eye(3)
T = np.einsum('p,bp,pij,ap->ijba', weights, orbitals, tensor, orbitals)

overlap = np.einsum('p,ap,bp->ab', weights, orbitals, orbitals)
assert np.allclose(overlap, np.eye(5), atol=1e-12)
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2], atol=1e-12)
assert np.allclose(sum(l @ l for l in L), 6 * np.eye(5), atol=1e-12)
for i in range(3):
    for j in range(3):
        equivalent = -(2 / 21) * (1.5 * (L[i] @ L[j] + L[j] @ L[i])
                                  - 6 * (i == j) * np.eye(5))
        assert np.allclose(T[i, j], equivalent, atol=1e-12)

# ---------- hyperfine vector operators in the space orbital x spin ----------
S = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
F = {
    'orb': np.array([np.kron(L[i], np.eye(2)) for i in range(3)]),
    'dip': np.array([sum(np.kron(T[i, j], S[j]) for j in range(3))
                     for i in range(3)]),
    'cp': np.array([-KAPPA * np.kron(np.eye(5), S[i]) for i in range(3)]),
}
CHANNELS = ['orb', 'dip', 'cp']
PAIRS = [('orb', 'dip'), ('orb', 'cp'), ('dip', 'cp')]


def flip_operator(vector_operator, field):
    """Electron operator <down| I.F |up> for a spin-1/2 nucleus along field."""
    unit = np.array(field, float) / np.linalg.norm(field)
    states = np.linalg.eigh(np.einsum('i,iab->ab', unit, S))[1]
    amplitude = [states[:, 0].conj() @ S[i] @ states[:, 1] for i in range(3)]
    return np.einsum('i,iab->ab', amplitude, vector_operator)


def closed_factors(f):
    return {'orb': 8 / 3 * f * (2 - 5 * f / 3),
            'dip': 4 / 49 * (2 - 2 * f + 5 * f**2 / 3),
            'cp': KAPPA**2 * (f**2 / 3 + (1 - f)**2 / 2)}


# ---------- bcc d band with two-centre hoppings (sigma, pi, delta) ----------
HOP_NEAR = (-0.6, 0.4, -0.1)
HOP_NEXT = (-0.3, 0.2, -0.05)


def hopping(direction, values):
    unit = direction / np.linalg.norm(direction)
    lam = np.einsum('i,iab->ab', unit, L)
    sq = (lam @ lam).real                           # eigenvalues 0, 1, 4
    one = np.eye(5)
    return (values[0] * (sq - one) @ (sq - 4 * one) / 4
            - values[1] * sq @ (sq - 4 * one) / 3
            + values[2] * sq @ (sq - one) / 12)


bonds = [(np.array([x, y, z]) / 2, HOP_NEAR)
         for x in (-1, 1) for y in (-1, 1) for z in (-1, 1)]
bonds += [(sign * axis, HOP_NEXT) for axis in AXES for sign in (-1, 1)]
bond_matrices = [(R, hopping(R, values)) for R, values in bonds]


def bloch_hamiltonians(n):
    """All k points of a uniform mesh with the full cubic symmetry."""
    grid = np.meshgrid(np.arange(2 * n), np.arange(n), np.arange(n), indexing='ij')
    k = 2 * np.pi / n * np.stack([g.ravel() for g in grid], axis=1)
    H = np.zeros((len(k), 5, 5))
    for R, matrix in bond_matrices:
        H += np.cos(k @ R)[:, None, None] * matrix
    return H


def gaussian(energy, width):
    return np.exp(-energy**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def spinor_states(n, spin_orbit):
    H5 = bloch_hamiltonians(n)
    H = np.einsum('kab,st->kasbt', H5, np.eye(2)).reshape(-1, 10, 10)
    H = H + spin_orbit * sum(np.kron(L[i], S[i]) for i in range(3))
    energy, vectors = np.linalg.eigh(H)
    return energy.ravel(), vectors.transpose(1, 0, 2).reshape(10, -1), len(H)


def fermi_states(states, level, width=0.4):
    energy, vectors, n_k = states
    w = gaussian(energy - level, width) / n_k
    keep = w > 1e-15 * w.max()
    return vectors[:, keep], w[keep]


def pair_sum(operator, vectors, w):
    """Explicit sum over initial and final Bloch states at the Fermi level."""
    elements = vectors.conj().T @ operator @ vectors
    return w @ (np.abs(elements)**2) @ w


def interference(a, b, field, vectors, w):
    ops = [flip_operator(F[c], field) for c in (a, b)]
    return 4 * np.pi * (pair_sum(ops[0] + ops[1], vectors, w)
                        - pair_sum(ops[0], vectors, w)
                        - pair_sum(ops[1], vectors, w))


# Golden rule: 1/T1 = 2W, W = 2 pi P^2 kT * pair_sum of the flip operator.
plain_states = spinor_states(4, 0.0)
largest_error = 0.0
largest_interference = 0.0
for level in (-1.0, 0.0, 1.0):
    vectors, w = fermi_states(plain_states, level)
    orbital_weight = (np.abs(vectors)**2 @ w).reshape(5, 2).sum(axis=1) / 2
    N = orbital_weight.sum()
    f = orbital_weight[:3].sum() / N
    factors = closed_factors(f)
    for field in ([0, 0, 1], [1, 1, 1], [1, 2, 3]):
        for channel in CHANNELS:
            direct = 4 * np.pi * pair_sum(flip_operator(F[channel], field), vectors, w)
            formula = np.pi * N**2 * factors[channel]
            largest_error = max(largest_error, abs(direct / formula - 1))
        for a, b in PAIRS:
            value = abs(interference(a, b, field, vectors, w)) / (np.pi * N**2)
            largest_interference = max(largest_interference, value)
assert largest_error < 1e-8
assert largest_interference < 1e-9

# Spin-orbit coupling must bring back orbital-spin interference.
SPIN_ORBIT = 0.2
so_vectors, so_w = fermi_states(spinor_states(4, SPIN_ORBIT), -1.0)
so_N = so_w.sum() / 2
so_cross = {pair: interference(*pair, [0, 0, 1], so_vectors, so_w)
            / (np.pi * so_N**2) for pair in PAIRS[:2]}
assert all(abs(value) > 1e-5 for value in so_cross.values())


# ---------- traces with a given on-site density matrix ----------
def trace_factor(a, b, occupations, field):
    """Bilinear trace; equals the factor R when the occupations sum to one."""
    rho = np.kron(np.diag(occupations), np.eye(2))
    A, B = flip_operator(F[a], field), flip_operator(F[b], field)
    return 4 * np.trace(A.conj().T @ rho @ B @ rho).real


def cubic_occupations(f):
    return np.array([f / 3] * 3 + [(1 - f) / 2] * 2)


f_grid = np.linspace(0, 1, 101)
scan = {c: np.array([trace_factor(c, c, cubic_occupations(f), [0, 0, 1])
                     for f in f_grid]) for c in CHANNELS}
u_grid = f_grid * (2 - 5 * f_grid / 3)
assert np.allclose(scan['orb'], 8 * u_grid / 3, atol=1e-12)
assert np.allclose(scan['dip'], 4 * (2 - u_grid) / 49, atol=1e-12)
assert np.allclose(scan['cp'], KAPPA**2 * (1 - u_grid) / 2, atol=1e-12)
f_extreme = [f_grid[np.argmax(scan['orb'])], f_grid[np.argmin(scan['dip'])],
             f_grid[np.argmin(scan['cp'])]]
assert np.allclose(f_extreme, 0.6, atol=1e-9)

# Coefficients of n_t^2, n_t n_e, n_e^2 in the three traces.
only_t, only_e = np.array([1, 1, 1, 0, 0]), np.array([0, 0, 0, 1, 1])
coefficients = {}
for c in CHANNELS:
    tt, ee, both = [trace_factor(c, c, occ, [0, 0, 1])
                    for occ in (only_t, only_e, only_t + only_e)]
    coefficients[c] = np.array([tt, both - tt - ee, ee])
assert np.allclose(coefficients['orb'], [8, 32, 0], atol=1e-11)
assert np.allclose(49 * coefficients['dip'], [60, 48, 32], atol=1e-11)
assert np.allclose(coefficients['cp'] / KAPPA**2, [3, 0, 2], atol=1e-11)

# A tetragonal site restores dipolar-core interference for a fixed field only.
tetragonal = np.array([0.30, 0.15, 0.15, 0.25, 0.15])
tetra_cross = np.array([2 * trace_factor('dip', 'cp', tetragonal, axis)
                        for axis in AXES])
assert abs(tetra_cross[2]) > 1e-3
assert abs(tetra_cross.mean()) < 1e-12

# ---------- thermal factor and nuclear spin larger than one half ----------
KT = 0.025
thermal = quad(lambda e: 1 / (4 * np.cosh(e / (2 * KT))**2), -1, 1,
               points=[0], epsabs=1e-13)[0]
assert abs(thermal / KT - 1) < 1e-8
spin = 2.5
m = np.arange(spin, -spin - 1, -1)
raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
jumps = raising**2 + raising.T**2                   # in units of W
rate_matrix = jumps - np.diag(jumps.sum(axis=0))
assert np.allclose(m @ rate_matrix, -2 * m, atol=1e-12)

# ---------- worked example ----------
R3_ANGSTROM = 20.0
G_N = 1.0
bohr = const.physical_constants['Bohr radius'][0]
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
mu_B = const.physical_constants['Bohr magneton'][0]
mu_N = const.physical_constants['nuclear magneton'][0]
r3_atomic = R3_ANGSTROM * (bohr / const.angstrom)**3
P = (const.alpha**2 * G_N * const.m_e / const.m_p / 2 * r3_atomic) * hartree_eV
P_SI = (2 * const.mu_0 / (4 * np.pi) * mu_B * G_N * mu_N
        * R3_ANGSTROM / const.angstrom**3) / const.e
assert abs(P / P_SI - 1) < 1e-6
hbar_eV = const.hbar / const.e
WIDTH = 0.2


def band_data(n, levels):
    energy, vectors = np.linalg.eigh(bloch_hamiltonians(n))
    t2g = (vectors[:, :3, :]**2).sum(axis=1)
    rows = []
    for level in levels:
        w = gaussian(energy - level, WIDTH) / len(energy)
        electrons = erfc((energy - level) / (np.sqrt(2) * WIDTH)).sum() / len(energy)
        rows.append((w.sum(), (w * t2g).sum() / w.sum(), electrons))
    return np.array(rows), energy.min(), energy.max()


levels = (-1.0, 0.0, 1.0)
coarse = band_data(26, levels)[0]
fine, band_bottom, band_top = band_data(32, levels)
assert np.max(np.abs(coarse[:, 0] / fine[:, 0] - 1)) < 0.02
assert np.max(np.abs(coarse[:, 1] - fine[:, 1])) < 0.01

print('near hoppings sigma, pi, delta (eV):', *HOP_NEAR)
print('next hoppings sigma, pi, delta (eV):', *HOP_NEXT)
print(f'Gaussian width for density of states: {WIDTH:.2f} eV')
print(f'band bottom and top: {band_bottom:.3f}, {band_top:.3f} eV')
print(f'<r^-3> = {R3_ANGSTROM:.1f} angstrom^-3, g_n = {G_N:.1f}, kappa = {KAPPA:.2f}')
print(f'kT = {KT:.3f} eV; coupling P = {P:.4e} eV')
print('trace coefficients of n_t^2, n_t n_e, n_e^2 (no unit):')
print('  orbital:', *[f'{x:.4f}' for x in coefficients['orb'] + 0.0])
print('  49 x dipolar:', *[f'{x:.4f}' for x in 49 * coefficients['dip'] + 0.0])
print('  core/kappa^2:', *[f'{x:.4f}' for x in coefficients['cp'] / KAPPA**2 + 0.0])
print('factors R (no unit) at chosen f: orbital, dipolar, core')
for index in (0, 60, 100):
    print(f'  f = {f_grid[index]:.2f}:', *[f'{scan[c][index]:.5f}' for c in CHANNELS])
print(f'largest relative error, double sum against formula: {largest_error:.1e}')
print(f'largest cubic interference / (pi N^2): {largest_interference:.1e}')
print('tetragonal occupations xy,yz,zx,x2-y2,3z2-r2:', *tetragonal)
print('tetragonal dip-core term, field x,y,z:', *[f'{x:.5f}' for x in tetra_cross])
print(f'spin-orbit constant in the counterexample: {SPIN_ORBIT:.2f} eV')
for pair, value in so_cross.items():
    print(f'  interference {pair[0]}-{pair[1]} / (pi N^2): {value:.5f}')
for level, (N, f, electrons) in zip(levels, fine):
    factors = closed_factors(f)
    widths = {c: np.pi * P**2 * KT * N**2 * factors[c] for c in CHANNELS}
    total = sum(widths.values())
    print(f'E_F = {level:.1f} eV: d electrons per atom = {electrons:.3f}')
    print(f'  N = {N:.4f} per eV, atom and spin; f = {f:.4f}')
    print('  R orbital, dipolar, core:', *[f'{factors[c]:.5f}' for c in CHANNELS])
    print('  hbar/T1 orb, dip, core (eV):', *[f'{widths[c]:.3e}' for c in CHANNELS])
    print('  shares orb, dip, core (%):',
          *[f'{100 * widths[c] / total:.2f}' for c in CHANNELS])
    print(f'  total hbar/T1 = {total:.4e} eV; 1/T1 = {total / hbar_eV:.2f} s^-1')
print('no test failed')
```

Output:

```
near hoppings sigma, pi, delta (eV): -0.6 0.4 -0.1
next hoppings sigma, pi, delta (eV): -0.3 0.2 -0.05
Gaussian width for density of states: 0.20 eV
band bottom and top: -2.917, 1.944 eV
<r^-3> = 20.0 angstrom^-3, g_n = 1.0, kappa = 0.50
kT = 0.025 eV; coupling P = 1.1694e-06 eV
trace coefficients of n_t^2, n_t n_e, n_e^2 (no unit):
  orbital: 8.0000 32.0000 0.0000
  49 x dipolar: 60.0000 48.0000 32.0000
  core/kappa^2: 3.0000 0.0000 2.0000
factors R (no unit) at chosen f: orbital, dipolar, core
  f = 0.00: 0.00000 0.16327 0.12500
  f = 0.60: 1.60000 0.11429 0.05000
  f = 1.00: 0.88889 0.13605 0.08333
largest relative error, double sum against formula: 3.8e-15
largest cubic interference / (pi N^2): 1.5e-15
tetragonal occupations xy,yz,zx,x2-y2,3z2-r2: 0.3 0.15 0.15 0.25 0.15
tetragonal dip-core term, field x,y,z: 0.01536 0.01536 -0.03071
spin-orbit constant in the counterexample: 0.20 eV
  interference orb-dip / (pi N^2): 0.39797
  interference orb-cp / (pi N^2): 0.17429
E_F = -1.0 eV: d electrons per atom = 2.898
  N = 1.3658 per eV, atom and spin; f = 0.7307
  R orbital, dipolar, core: 1.52413 0.11661 0.05356
  hbar/T1 orb, dip, core (eV): 3.054e-13 2.336e-14 1.073e-14
  shares orb, dip, core (%): 89.96 6.88 3.16
  total hbar/T1 = 3.3948e-13 eV; 1/T1 = 515.75 s^-1
E_F = 0.0 eV: d electrons per atom = 4.422
  N = 0.6468 per eV, atom and spin; f = 0.5300
  R orbital, dipolar, core: 1.57819 0.11495 0.05102
  hbar/T1 orb, dip, core (eV): 7.093e-14 5.166e-15 2.293e-15
  shares orb, dip, core (%): 90.48 6.59 2.93
  total hbar/T1 = 7.8385e-14 eV; 1/T1 = 119.09 s^-1
E_F = 1.0 eV: d electrons per atom = 7.713
  N = 2.3321 per eV, atom and spin; f = 0.4273
  R orbital, dipolar, core: 1.46738 0.11835 0.05622
  hbar/T1 orb, dip, core (eV): 8.572e-13 6.913e-14 3.284e-14
  shares orb, dip, core (%): 89.37 7.21 3.42
  total hbar/T1 = 9.5913e-13 eV; 1/T1 = 1457.17 s^-1
no test failed
```
